# Does an Avrami Exponent of 3 Identify the Crystallization Mechanism?

**The argument under review**

The imagined manuscript studies the crystallization of an amorphous phase-change material held at constant temperature. The authors measure the crystallized volume fraction $X(t)$ and plot $\ln[-\ln(1-X)]$ against $\ln t$. They find a straight line of slope 3 and argue as follows: "Growth in three dimensions from nuclei already present gives an Avrami exponent of 3. We measure 3. Hence the nuclei were present from the start, and the grains grew in three dimensions."

The first sentence is correct under the usual assumptions. The conclusion needs its converse, that no other combination of nucleation and growth gives 3, and the manuscript does not show this. To examine the converse, the exponent has to be derived with the nucleation history and the growth dimensionality both left open.

**From random nuclei to the crystallized fraction**

Let $d$ be the number of dimensions in which grains grow: $d=3$ in a bulk sample, $d=2$ for discs in a film much thinner than the grains are wide, $d=1$ for segments along a thin wire. I assume that nuclei appear at random, independent places, that grains start from negligible size and grow isotropically at constant speed $u$ until they meet, and that the sample is large. Let $M(\tau)$ be the number of nuclei per unit $d$-dimensional volume placed up to time $\tau$. Nuclei are placed everywhere at the same rate, even in material that has already crystallized; such fictitious nuclei must be shown to do no harm.

Suppose a fictitious nucleus is placed at $\mathbf y$ at time $\tau$, inside a grain that started at $\mathbf y_0$ at time $\tau_0$. Then $|\mathbf y-\mathbf y_0|\le u(\tau-\tau_0)$. If its imagined growth reaches a point $\mathbf x$ by time $t$, then $|\mathbf x-\mathbf y|\le u(t-\tau)$, and the triangle inequality gives

$$|\mathbf x-\mathbf y_0|\le|\mathbf x-\mathbf y|+|\mathbf y-\mathbf y_0|\le u(t-\tau)+u(\tau-\tau_0)=u(t-\tau_0).$$

The older grain, growing freely, would have reached $\mathbf x$ by then as well. The fictitious nucleus transforms nothing new.

The same inequality deals with blocking. Among all nuclei, take the one whose free growth would reach $\mathbf x$ first. If another grain had cut its straight path earlier, that grain would have reached $\mathbf x$ earlier still, contrary to the choice. A point is therefore crystallized at time $t$ if and only if at least one freely growing sphere has reached it.

A nucleus born at $\tau$ reaches a given point by time $t$ if it lies within the distance $u(t-\tau)$. The region in which it must lie has volume $c_d[u(t-\tau)]^d$, with $c_1=2$, $c_2=\pi$, $c_3=4\pi/3$. The expected number of nuclei that reach the point is

$$X_e(t)=\int_0^t c_d\,u^d(t-\tau)^d\,dM(\tau).$$

Divide space and time into small cells that hold a successful nucleus with small probabilities $p_i$. The cells are independent, so the probability that none succeeds is $\prod_i(1-p_i)\to\exp(-\sum_i p_i)$ as the cells shrink, and $\sum_i p_i=X_e$. Hence

$$1-X(t)=e^{-X_e(t)}.$$

**What the exponent contains**

Take the family of histories $M(\tau)=\nu\tau^a$ with $a\ge0$. The case $a=0$ means that all nuclei, with density $\nu$, are present at $\tau=0$; $a=1$ is a constant nucleation rate $\nu$. For $a>0$, $dM=\nu a\tau^{a-1}d\tau$, and the substitution $\tau=ts$ gives

$$X_e=\nu c_d u^d\,a\int_0^t\tau^{a-1}(t-\tau)^d\,d\tau
=\nu c_d u^d\,t^{a+d}\,a\int_0^1 s^{a-1}(1-s)^d\,ds.$$

The last integral is the beta function $\Gamma(a)\Gamma(d+1)/\Gamma(a+d+1)$. With $a\Gamma(a)=\Gamma(a+1)$,

$$X_e=k\,t^n,\qquad n=a+d,\qquad
k=\nu c_d u^d\,\frac{\Gamma(a+1)\Gamma(d+1)}{\Gamma(a+d+1)}.$$

For $a=0$ all nuclei have age $t$, so $X_e=\nu c_d u^d t^d$ directly, which is also what the formula gives.

Since $\ln[-\ln(1-X)]=\ln k+n\ln t$, the slope of the authors' plot is $a+d$. One number has been measured and two are wanted. If $d$ is known independently, then $a=n-d$ follows within this family, and the exponent is useful. It does not supply both.

**Two mechanisms with exponent 3**

Mechanism A is the authors' own: nuclei of density $N$ per volume, all present at the start, and growth in three dimensions. Every grain has radius $ut$ before contact, so

$$X_e^{A}=\frac{4\pi}{3}Nu^3t^3 .$$

Mechanism B has a constant nucleation rate $J$ per area and growth as discs in a thin film:

$$X_e^{B}=J\pi u^2\int_0^t(t-\tau)^2d\tau=\frac{\pi}{3}Ju^2t^3 .$$

Both exponents are 3, the first as $0+3$ and the second as $1+2$. In B the missing growth dimension is replaced by the steady arrival of new grains.

It might be hoped that the intercept $\ln k$ separates them. The coefficients are equal when

$$\frac{4\pi}{3}Nu^3=\frac{\pi}{3}Ju^2\quad\Longrightarrow\quad J=4Nu .$$

The units agree, since a density per volume times a speed is a rate per area. With this $J$ the two functions $X(t)$ coincide at all times within the model, so more precise data on the same curve would not help. A separate measurement of $u$ would not help either, because the match was made at equal $u$: the measured $k$ then yields a value of $N$ under A and a value of $J$ under B, and the curve favours neither.

There is a third member with $d=1$. Let the number of nuclei per length of a thin wire be $\nu t^2$, a nucleation rate that rises linearly in time. Then

$$X_e=\int_0^t 2u(t-\tau)\,2\nu\tau\,d\tau
=4\nu u\left(\frac{t^3}{2}-\frac{t^3}{3}\right)=\frac23\,\nu u\,t^3 ,$$

which is again an exponent of 3, now as $2+1$.

**A worked case**

Lengths are in nm and times in s, which suit this problem better than atomic units. I take round model parameters that stand for no particular material: $u=0.50$ nm/s and $N=1.00\times10^{-6}$ nm$^{-3}$. Then

$$k=\frac{4\pi}{3}(10^{-6})(0.50)^3=5.24\times10^{-7}\ \text{s}^{-3},$$

$$J=4(10^{-6})(0.50)=2.00\times10^{-6}\ \text{nm}^{-2}\,\text{s}^{-1}.$$

The half-time follows from $kt^3=\ln2$:

$$t_{1/2}=\left(\frac{0.693}{5.24\times10^{-7}}\right)^{1/3}\text{s}\approx110\ \text{s}.$$

A free grain present from the start then has radius $ut_{1/2}\approx55$ nm. This length sets the conditions on the samples. Mechanism A needs a sample much thicker than 55 nm; mechanism B needs a much thinner one, here 5 nm. The two mechanisms therefore describe different samples, and a manuscript that states the film thickness and the grain size already holds evidence that the exponent lacks.

Space filling was also simulated directly from random nuclei, in a bulk box for A and in a film of real thickness 5 nm for B. At 100 s the common law gives $X=0.408$, and the simulations give 0.414 for A and 0.396 for B. The slopes taken between $X=0.1$ and $X=0.9$ are 2.96 and 3.05. The simulated B curve lies below the law at all six listed times, by at most 0.013 in $X$. The finite film thickness explains a small part of this, about 0.002 at 100 s by the estimate given below. The rest, about 0.010 at 100 s, is compatible with sampling error. The B curve is read from 6000 random points, which alone give a standard error of $\sqrt{0.41\times0.59/6000}\approx0.006$ in $X$ at that time, and the finite number of grains adds to it. The same points and nuclei serve all six times, so the errors are correlated and can easily share one sign.

**First way to separate them: count the grains**

In A the number of grains is fixed from the start. In B a nucleus becomes a real grain if it is placed in untransformed material, which has probability $1-X=e^{-ks^3}$ at time $s$. The density of real grains per area is therefore

$$g(t)=J\int_0^t e^{-ks^3}ds .$$

Put $y=ks^3$, so that $s=(y/k)^{1/3}$ and $ds=\tfrac13k^{-1/3}y^{-2/3}dy$. Then

$$g(t)=\frac{J}{3k^{1/3}}\int_0^{kt^3}y^{-2/3}e^{-y}dy .$$

For $t\to\infty$ the integral becomes $\Gamma(1/3)$, and $\tfrac13\Gamma(1/3)=\Gamma(4/3)\approx0.893$. With $k^{-1/3}\approx124$ s,

$$g(\infty)=J\,\Gamma(4/3)\,k^{-1/3}\approx(2.00\times10^{-6})(0.893)(124)\ \text{nm}^{-2}\approx2.2\times10^{-4}\ \text{nm}^{-2}.$$

The mean final grain area is the inverse, about 4500 nm$^2$. This corresponds to a width of roughly 70 nm, so the grains are indeed much wider than the film is thick.

The share of the final grains that exist at a given stage is $g(t)/g(\infty)$. It depends on $kt^3=-\ln(1-X)$ alone, so it is a function of $X$ whatever the values of $J$ and $u$. It is 0.52 at $X=0.1$ and 0.85 at $X=0.5$; in A it is 1 throughout. The contrast is strongest early: when a tenth of the film has crystallized, about half of the grains are still to be born. The grain densities counted in the simulation lie about 2% below the law at all three stages, which is the size of the sampling scatter, 1 to 3%, for the 1800 to 3500 grains counted; the three counts are cumulative over the same nuclei, so they tend to err in the same direction.

The count must be made properly. If the authors cut a bulk sample of type A and count grains on the flat section, the number rises with time even though no nucleus is being added. Before grains touch, the section shows each grain whose centre lies within $ut$ on either side, which is $2Nut$ grains per area. This looks like a constant nucleation rate $2Nu$. For A the relevant count is per volume.

**Second way: change the film thickness**

Let a film have thickness $h$, and let nuclei be distributed uniformly through its volume. Consider a point at depth $z$. The nuclei that can reach it lie in a sphere of radius $r$ cut off by the two faces, at distances $b=z$ and $b=h-z$. Adding circular slices on each side up to $m=\min(b,r)$ gives

$$V(z,r)=\sum_{b=z,\,h-z}\int_0^{m}\pi(r^2-s^2)\,ds
=\sum_{b=z,\,h-z}\pi\left(r^2m-\frac{m^3}{3}\right).$$

If both faces are farther away than $r$, then $m=r$ on each side and $V=4\pi r^3/3$, the full sphere. If $r$ is much larger than $h$, then $m=b$, and the leading term is $\pi r^2h$, a disc.

For nuclei present at the start, $X_e=N\,V(z,ut)$. For a constant rate $I$ per volume, $X_e=I\int_0^tV(z,u(t-\tau))\,d\tau$. In both cases $1-X$ is the average of $e^{-X_e}$ over depth. From thin to thick film the exponent changes as follows:

- Nuclei present at the start: from $\pi Nhu^2t^2$ to $\tfrac{4\pi}{3}Nu^3t^3$, that is, from 2 to 3.
- Constant rate: from $\tfrac{\pi}{3}Ihu^2t^3$ to $\tfrac{\pi}{3}Iu^3t^4$, that is, from 3 to 4.

With $I=J/h$ for the 5 nm film, $I=4.00\times10^{-7}$ nm$^{-3}$ s$^{-1}$. Keeping $N$ and $I$ fixed while $h$ changes, the slopes between $X=0.1$ and $X=0.9$ are:

| $h$ (nm) | nuclei at start | constant rate |
|---|---|---|
| 5 | 2.00 | 3.01 |
| 50 | 2.30 | 3.74 |
| 500 | 2.93 | 3.97 |
| 5000 | 2.99 | 4.00 |

A single entry near 3 is ambiguous: a 500 nm film with initial nuclei gives 2.93, and a 5 nm film with constant nucleation gives 3.01. If only these two histories are in question, the trend with thickness decides between them: the slope falls towards 2 in thinner films if the nuclei were present at the start, and rises towards 4 in thicker ones if they appeared at a constant rate. The trend does not exclude other histories. With a nucleation rate that dies away in time, thin films, which take longer to crystallize, can show a slope near 2 although no nuclei were present at the start, while thick films of the same material show a slope well above 3.

The small excess over 3 in the thinnest film can be traced. For $r$ larger than $h$, the disc volume is reduced by $\tfrac{\pi}{3}[z^3+(h-z)^3]$, whose average over depth is $\tfrac{\pi}{3}\cdot\tfrac{h^3}{2}=\pi h^3/6$. Over a time $t$ this lowers $X_e$ by about $\pi Ih^3t/6$. Relative to $\tfrac{\pi}{3}Ihu^2t^3$ the reduction is $h^2/(2u^2t^2)$: 1.5% at 58.6 s, where $X=0.1$, and 0.2% at 163.8 s, where $X=0.9$. The curve starts slightly low and catches up, which steepens the plot by about $0.013/\ln(163.8/58.6)\approx0.012$, close to the computed 0.011. At 100 s the reduction is 0.5% of $X_e=0.52$, which lowers $X$ by $0.005\times0.52\times e^{-0.52}\approx0.002$, the figure used above.

The 50 nm entries carry a second warning. A slope of 2.30 arises here from nuclei all present at the start and isotropic growth at constant speed. A non-integer exponent is therefore no proof of an unusual nucleation law; grains that outgrow the film thickness during the measurement are enough.

**Conditions on the thickness test, and on the plot itself**

The thickness series assumes that the nucleation density or rate per volume and the growth speed do not change with $h$. If nuclei form mainly at the film faces, this fails, and the table does not apply. In real phase-change films a few nanometres thick, the interfaces and capping layers often change both nucleation and growth, so the assumption needs checking for the thinnest members of a series.

An incubation time $t_0$ also disturbs the reading. If $X_e=k(t-t_0)^n$ but the plot uses $t$, the local slope is

$$\frac{d\ln X_e}{d\ln t}=\frac{n\,t}{t-t_0},$$

which exceeds $n$ and falls towards it at late times. Over a limited range of data, a true exponent of 2 can then pass for 3; at $t=3t_0$ the local slope is 3. The authors should state how their zero of time was fixed. Changing growth speed, anisotropic grains and clustered nuclei lie outside the derivation and need their own analysis.

**Recommendation**

The measured slope supports the statement $a+d=3$ for power-law nucleation and constant growth speed, provided that the zero of time is correct and that the grains stay either much smaller or much wider than the sample thickness over the fitted range. In between, $d$ is not a fixed number and a slope near 3 can arise from other values of $a$. The claim about mechanism should be withdrawn or supported by further data: the film thickness compared with the grain size, a grain count at an early stage such as $X=0.1$ together with the final count, or a thickness series. The numerical output below gives the values for the case worked here.

## Calculated quantities

```
growth speed u = 0.50 nm/s
A: initial nuclei N = 1.00e-06 nm^-3
B: film thickness = 5.0 nm
B: matched rate J = 2.00e-06 nm^-2 s^-1
B: rate per volume I = 4.00e-07 nm^-3 s^-1
1D member: nu = 1.571e-06 nm^-1 s^-2
common k = 5.2360e-07 s^-3
times for X=0.1, 0.5, 0.9: 58.6, 109.8, 163.8 s
u * half-time = 54.9 nm
t (s) | X law | X simulated A | X simulated B
   40 | 0.033 | 0.034 | 0.031
   70 | 0.164 | 0.167 | 0.157
  100 | 0.408 | 0.414 | 0.396
  130 | 0.683 | 0.688 | 0.670
  160 | 0.883 | 0.883 | 0.875
  190 | 0.972 | 0.973 | 0.968
exponent from simulated A = 2.96
exponent from simulated B = 3.05
B grains: stage | law (nm^-2) | counted (nm^-2) | share of final
X=0.1 | 1.142e-04 | 1.116e-04 | 0.515
X=0.5 | 1.880e-04 | 1.846e-04 | 0.848
end   | 2.216e-04 | 2.162e-04 | 1.000
A: mean final grain volume = 1.000e+06 nm^3
B: mean final grain area = 4513 nm^2
thickness (nm) | exponent, initial nuclei | exponent, constant rate
     5 | 2.000 | 3.011
    50 | 2.301 | 3.740
   500 | 2.934 | 3.969
  5000 | 2.993 | 3.997
largest film error in X at 50 nm, initial: 0.010
largest film error in X at 50 nm, constant: 0.014
```
